# Coulomb-tail overlap and the isolated-core-excitation profile: verification in Python

```python
# Result under test: two unit-normalized Coulomb tails with effective quantum
# numbers nu and nup overlap as
#   O = 2 sqrt(nu nup) sin(pi(nup-nu)) / (pi (nup^2-nu^2)),
# and isolated-core excitation has the profile S = nup^3 Z2 O^2 per hartree,
#   Z2 = kappa^2/(sin^2 t + kappa^4 cos^2 t),  t = pi(nup+delta2).
# nu: initial Rydberg state; nup: closed channel of the excited core;
# delta2: its quantum defect; kappa: coupling to the open channel.
# Hartree atomic units; the excited-core threshold is the zero of energy.
import numpy as np
import mpmath as mp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import digamma
from scipy.constants import physical_constants

pi = np.pi
mp.mp.dps = 16


def overlap(nu, nup):
    d = np.asarray(nup, dtype=float) - nu
    return 2*np.sqrt(nu*nup)*np.sinc(d)/(nu + nup)


def closed_weight(nup, delta2, kappa):
    t = pi*(nup + delta2)
    return kappa**2/(np.sin(t)**2 + kappa**4*np.cos(t)**2)


# ---- 1. Tail overlaps by quadrature of Whittaker functions ----
def tail(nu, l, radii):
    norm = 1/(nu*mp.sqrt(mp.gamma(nu + l + 1)*mp.gamma(nu - l)))
    return np.array([float(mp.re(norm*mp.whitw(nu, l + 0.5, 2*r/nu)))
                     for r in radii])


def radial_rule(r_min, r_max, count=160):
    x, w = np.polynomial.legendre.leggauss(count)
    a, b = np.sqrt(r_min), np.sqrt(r_max)
    root = 0.5*(b - a)*x + 0.5*(a + b)
    return root**2, w*(b - a)*root


def full_overlap_s(nu, nup):
    def h(v):
        return digamma(v) - np.log(v) + 1/(2*v)
    bracket = (2*pi*np.sin(pi*(nup - nu))
               + 2*(h(nu) - h(nup))*np.sin(pi*nu)*np.sin(pi*nup))
    return np.sqrt(nu*nup)*bracket/(pi**2*(nup**2 - nu**2))


nu = 12.3
r0, w0 = radial_rule(0.0, 1000.0)
initial_tail = tail(nu, 0, r0)
norm_s = np.sum(w0*initial_tail**2)
assert abs(norm_s - 1) < 3e-5
print("TAIL OVERLAPS, nu = %.2f (dimensionless)" % nu)
print("l=0 norm integral: %.7f" % norm_s)
for nup in (10.45, 11.75, 12.62, 13.3):
    direct = np.sum(w0*initial_tail*tail(nup, 0, r0))
    assert abs(direct - full_overlap_s(nu, nup)) < 1e-7
    assert abs(direct - overlap(nu, nup)) < 3e-5
    print("l=0 nup=%.2f: integral %.7f, formula %.7f"
          % (nup, direct, overlap(nu, nup)))
inner_cut = 3.0
r2, w2 = radial_rule(inner_cut, 1000.0)
initial_d = tail(nu, 2, r2)
for nup in (11.75, 12.62):
    direct = np.sum(w2*initial_d*tail(nup, 2, r2))
    assert abs(direct - overlap(nu, nup)) < 4e-3
    print("l=2 nup=%.2f, r>%.0f bohr: integral %.5f, formula %.5f"
          % (nup, inner_cut, direct, overlap(nu, nup)))


# ---- 2. Overlap with a continuum function (shake-off) ----
def open_pair(k, r):
    scale = mp.sqrt(2/(mp.pi*k))
    f = scale*mp.re(mp.coulombf(0, -1/k, k*r))
    g = -scale*mp.re(mp.coulombg(0, -1/k, k*r))
    return float(f), float(g)


delta2, kappa = 0.30, 0.25
k_free = 0.2
inside = r0 < 700
pairs = np.array([open_pair(k_free, r) for r in r0[inside]])
free_wave = pairs[:, 0]*np.cos(pi*delta2) - pairs[:, 1]*np.sin(pi*delta2)
free_direct = np.sum(w0[inside]*initial_tail[inside]*free_wave)
free_formula = (2/pi*nu**-1.5*np.sin(pi*(nu + delta2))
                / (nu**-2 + k_free**2))
assert abs(free_direct - free_formula) < 1e-3
print("continuum overlap, k=%.1f: integral %.5f, formula %.5f hartree^-1/2"
      % (k_free, free_direct, free_formula))

# ---- 3. Sum rules ----
levels = np.arange(1, 3001) - delta2
bound_sum = np.sum(overlap(nu, levels)**2)
shake_off = 2*np.sin(pi*(nu + delta2))**2/(pi**2*nu)
assert abs(bound_sum + shake_off - 1) < 1e-4
step = 0.002
fine = (np.arange(150000) + 0.5)*step
broad_sum = step*np.sum(closed_weight(fine, delta2, kappa)
                        * overlap(nu, fine)**2)
q = (1 - kappa**2)/(1 + kappa**2)
broad_formula = 1 - (1 - q*np.cos(2*pi*(nu + delta2)))/(pi**2*nu)
assert abs(broad_sum - broad_formula) < 2e-4
period = np.arange(2000)/2000
assert abs(np.mean(closed_weight(period, delta2, kappa)) - 1) < 1e-8

# ---- 4. Whole profile from a two-channel Hamiltonian ----
h = 0.04
size = 19000
r = h*np.arange(1, size + 1)
open_threshold = -0.16


def potential(depth):
    return -(1 - np.exp(-2*r))/r - depth*np.exp(-r)


v_initial, v_open, v_closed = potential(0.5), potential(1.0), potential(2.0)
coupling = 0.6*np.exp(-r)
energy_i, vec = eigh_tridiagonal(
    1/h**2 + v_initial, np.full(size - 1, -0.5/h**2), select='v',
    select_range=(-0.5/11.5**2, -0.5/12.5**2))
assert len(energy_i) == 1
phi = vec[:, 0]
nu_model = 1/np.sqrt(-2*energy_i[0])

bands = np.zeros((5, 2*size), dtype=complex)
bands[0, 2:] = -0.5/h**2
bands[4, :-2] = -0.5/h**2
bands[1, 1::2] = coupling
bands[3, 0::2] = coupling
bands[2, 0::2] = 1/h**2 + v_open + open_threshold
bands[2, 1::2] = 1/h**2 + v_closed
source = np.zeros(2*size, dtype=complex)
source[1::2] = phi


def spectral_density(nup):
    energy = -0.5/nup**2
    matrix = bands.copy()
    matrix[2] -= energy
    k2 = 2*(energy - open_threshold + 1/r[-1])
    phase = np.arccos(1 - 0.5*k2*h**2)
    matrix[2, -2] -= 0.5/h**2*np.exp(1j*phase)  # outgoing open wave
    answer = solve_banded((2, 2), matrix, source, check_finite=False)
    return np.dot(phi, answer[1::2]).imag/pi


# Short-range parameters by matching at one energy, outside the core
nu_ref = 11.5
e_ref = -0.5/nu_ref**2
k_open = float(np.sqrt(2*(e_ref - open_threshold)))


def closed_pair(radius):
    z = 2*radius/nu_ref
    f = 2*radius*mp.exp(-z/2)*mp.hyp1f1(1 - nu_ref, 2, z)
    decaying = -mp.re(mp.whitw(nu_ref, 0.5, z))/mp.gamma(nu_ref)
    return float(f), float(decaying/mp.sin(mp.pi*nu_ref))


ia, ib = 299, 349
previous, current = np.zeros((2, 2)), h*np.eye(2)
stored = {}
for i in range(ib + 1):
    if i in (ia, ib):
        stored[i] = current.copy()
    v = np.array([[v_open[i] + open_threshold, coupling[i]],
                  [coupling[i], v_closed[i]]])
    following = (2*current - previous
                 + 2*h**2*(v - e_ref*np.eye(2)) @ current)
    previous, current = current, following
reg, irr = np.zeros((2, 2)), np.zeros((2, 2))
for ch in range(2):
    pa, pb = [open_pair(k_open, float(r[i])) if ch == 0
              else closed_pair(float(r[i])) for i in (ia, ib)]
    basis = np.array([[pa[0], -pa[1]], [pb[0], -pb[1]]])
    values = np.array([stored[ia][ch], stored[ib][ch]])
    reg[ch], irr[ch] = np.linalg.solve(basis, values)
K = irr @ np.linalg.inv(reg)
assert abs(K[0, 1] - K[1, 0]) < 0.01*(1 + np.max(np.abs(K))**2)
k_eff = K[1, 1] - K[0, 1]*K[1, 0]/(K[0, 0] + 1j)
complex_phase = np.arctan(k_eff)
delta_model = complex_phase.real/pi
kappa_model = np.sqrt(np.tanh(abs(complex_phase.imag)))

scan = np.linspace(9.5, 14.5, 161)
numeric = np.array([spectral_density(x) for x in scan])
formula = (scan**3*closed_weight(scan, delta_model, kappa_model)
           * overlap(nu_model, scan)**2)
deviation = np.max(np.abs(numeric - formula))/np.max(numeric)
print("TWO-CHANNEL HAMILTONIAN")
print("nu %.4f, delta2 (mod 1) %.4f, kappa %.4f"
      % (nu_model, delta_model % 1, kappa_model))
print("largest profile value on scan: numeric %.1f, formula %.1f hartree^-1"
      % (np.max(numeric), np.max(formula)))
print("largest deviation / largest value: %.4f" % deviation)
assert deviation < 0.05
for shift in (-2, -1, 1, 2):
    local = nu_model + shift + np.linspace(-0.06, 0.06, 13)
    values = np.array([spectral_density(x) for x in local])
    best = np.argmin(values)
    offset = local[best] - nu_model - shift
    assert abs(offset) < 0.031
    assert values[best] < 1e-3*np.max(numeric)
    print("zero near nu%+d: offset %.2f (grid 0.01), S/Smax %.1e"
          % (shift, offset, values[best]/np.max(numeric)))

# ---- 5. Worked example ----
to_cm = physical_constants['hartree-inverse meter relationship'][0]/100


def detuning(nup):
    return 0.5/nu**2 - 0.5/nup**2


print("WORKED EXAMPLE: nu %.2f, delta2 %.2f, kappa %.2f"
      % (nu, delta2, kappa))
print("nup | shift from ion line (mhartree) | O^2 | width (mhartree)"
      " | S at nup (1/hartree)")
for n in range(10, 16):
    v = n - delta2
    width = 2*kappa**2/(pi*v**3)

    def half(x):
        return closed_weight(x, delta2, kappa) - 0.5/kappa**2
    left, right = brentq(half, v - 0.2, v), brentq(half, v, v + 0.2)
    measured = 0.5/left**2 - 0.5/right**2
    assert abs(measured/width - 1) < 0.01
    height = v**3*closed_weight(v, delta2, kappa)*overlap(nu, v)**2
    print("%.2f | %.5f | %.5f | %.5f | %.2f"
          % (v, 1e3*detuning(v), overlap(nu, v)**2, 1e3*width, height))
strongest = levels[np.argmax(overlap(nu, levels)**2)]
print("strongest line nup %.2f: shift %.3f cm^-1"
      % (strongest, detuning(strongest)*to_cm))
for shift in (-2, -1, 1, 2):
    print("zero at nup %.2f: shift %.5f mhartree"
          % (nu + shift, 1e3*detuning(nu + shift)))
print("narrow lines: bound sum %.6f, shake-off %.6f, total %.6f"
      % (bound_sum, shake_off, bound_sum + shake_off))
print("finite width: bound integral %.6f, formula %.6f"
      % (broad_sum, broad_formula))
delta_single = 0.65
print("second case: delta2 %.2f" % delta_single)
for n in (12, 13, 14):
    v = n - delta_single
    print("nup %.2f: O^2 %.5f" % (v, overlap(nu, v)**2))
print("success")
```

Output:

```
TAIL OVERLAPS, nu = 12.30 (dimensionless)
l=0 norm integral: 0.9999941
l=0 nup=10.45: integral -0.0778639, formula -0.0778546
l=0 nup=11.75: integral 0.5714760, formula 0.5714704
l=0 nup=12.62: integral 0.8397927, formula 0.8397993
l=0 nup=13.30: integral 0.0000053, formula 0.0000000
l=2 nup=11.75, r>3 bohr: integral 0.57187, formula 0.57147
l=2 nup=12.62, r>3 bohr: integral 0.83913, formula 0.83980
continuum overlap, k=0.2: integral 0.30087, formula 0.30113 hartree^-1/2
TWO-CHANNEL HAMILTONIAN
nu 12.0716, delta2 (mod 1) 0.2349, kappa 0.3581
largest profile value on scan: numeric 8312.5, formula 8308.0 hartree^-1
largest deviation / largest value: 0.0006
zero near nu-2: offset 0.00 (grid 0.01), S/Smax 4.1e-10
zero near nu-1: offset 0.00 (grid 0.01), S/Smax 4.1e-10
zero near nu+1: offset 0.00 (grid 0.01), S/Smax 4.0e-10
zero near nu+2: offset 0.00 (grid 0.01), S/Smax 4.0e-10
WORKED EXAMPLE: nu 12.30, delta2 0.30, kappa 0.25
nup | shift from ion line (mhartree) | O^2 | width (mhartree) | S at nup (1/hartree)
9.70 | -2.00915 | 0.01337 | 0.04360 | 195.21
10.70 | -1.06228 | 0.03563 | 0.03248 | 698.29
11.70 | -0.34766 | 0.25441 | 0.02484 | 6519.53
12.70 | 0.20490 | 0.57264 | 0.01942 | 18767.78
13.70 | 0.64094 | 0.04662 | 0.01547 | 1918.13
14.70 | 0.99106 | 0.01579 | 0.01253 | 802.26
strongest line nup 12.70: shift 44.971 cm^-1
zero at nup 10.30: shift -1.40807 mhartree
zero at nup 11.30: shift -0.61082 mhartree
zero at nup 13.30: shift 0.47830 mhartree
zero at nup 14.30: shift 0.85980 mhartree
narrow lines: bound sum 0.985102, shake-off 0.014902, total 1.000004
finite width: bound integral 0.985862, formula 0.985882
second case: delta2 0.65
nup 11.35: O^2 0.00274
nup 12.35: O^2 0.99180
nup 13.35: O^2 0.00225
success
```
